# Errors of plain and Alfè density extrapolation in a one-dimensional model, part 1

(Sections cited here and not found follow in the second part.)

**Problem**

In first-principles molecular dynamics each self-consistent-field (SCF) cycle starts from a density predicted from earlier steps. Let $n_j(x)$ be the converged density at time $t+j\,dt$, when atom $I$ is at $R_{I,j}$. Let $\rho_I$ be the density of the isolated atom, $n^{at}_j=\sum_I\rho_I(x-R_{I,j})$ and $\delta_j=n_j-n^{at}_j$. With coefficients $c_0,c_1,c_2$ that sum to 1, two predictions of $n_{+1}$ are

$$\tilde n^{\rm plain}=\sum_{k=0}^{2}c_k\,n_{-k},\qquad \tilde n^{\rm Alf\grave e}=n^{at}_{+1}+\sum_{k=0}^{2}c_k\,\delta_{-k}.$$

The coefficients are polynomial, $c=(1,0,0)$, $(2,-1,0)$, $(3,-3,1)$ for $p=1,2,3$, or $c=(1+\alpha,\ \beta-\alpha,\ -\beta)$ with $\alpha,\beta$ fitted so that the same rule best predicts the new positions. The error is $e=\tilde n-n_{+1}$, measured by $\|e\|^2=\int e^2dx$. Energies are in hartree, lengths in bohr, times in fs, density norms in bohr$^{-1/2}$.

In the one-dimensional model each atom is a well $-3\,\mathrm{sech}^2(x-R_I)$, and electrons interact through $g\,\delta_{\rm D}(x-x')$ ($\delta_{\rm D}$ is the Dirac function) with $g=0.5$ hartree bohr. For a contact force the Coulomb and exchange integrals of Hartree–Fock theory are both $g\int\phi_i^2\phi_j^2dx$, so same-spin pairs cancel and the interaction energy is $g\int n_\uparrow n_\downarrow dx$. With $n_\uparrow=n_\downarrow=n/2$ this is $\tfrac12K\int n^2dx$, $K=g/2$, and its functional derivative gives the potential $v_{\rm ext}+Kn$. Reference atoms use the same functional, with occupations $(2)$ or $(2,1)$. Trajectories are prescribed, so no nuclear repulsion enters.

(a) Under what condition is Alfè's prediction exact? In which sense of "rigidly moving atoms" does it hold?

(b) Find both errors for a density translated by $s$ per step: a Gaussian atom ($\sigma=0.5$ bohr) and the six-electron dimer of two $(2,1)$ atoms at bond length $R=4$ bohr, with $s=0.04$ bohr.

(c) Find $\alpha,\beta$ and both errors when the dimer's midpoint moves as $X=Vt$, $V=0.02$ bohr/fs, and $R(t)=4+A\cos(\omega t+\omega\,dt/2)$, $A=0.3$ bohr, period 40 fs, $dt=1$ fs.

(d) What errors in energy and force remain after one diagonalisation with the predicted density?

**First estimate by scaling**

Suppose a density $f$ varies on one length $\ell$. Shifting it by $s$ changes it by about $(s/\ell)\|f\|$, and the polynomial rule of index $p$ removes the powers of $s$ below $p$, so $\|e\|\sim(s/\ell)^p\|f\|$, with $f=n$ for the plain rule and $f=\delta$ for Alfè's.

For the Gaussian, $\ell=\sigma$, $s/\ell=0.08$ and $\|\rho\|=(2\sigma\sqrt\pi)^{-1/2}=0.751$ (derived in part (b)), which gives $6.0\times10^{-2}$, $4.8\times10^{-3}$, $3.8\times10^{-4}$ for $p=1,2,3$.

For the dimer take the width of the well, $\ell=1$ bohr, with the static norms $\|n\|=2.399$ and $\|\delta\|=0.173$. The plain estimates $2.399\times0.04^p$ are $9.6\times10^{-2}$, $3.8\times10^{-3}$, $1.5\times10^{-4}$. If $\delta$ has the same length scale, the ratio Alfè/plain is $0.173/2.399=0.072$ for every $p$.

On the trajectory, $\omega=0.157$ fs$^{-1}$. Each atom carries half the stretch, so its peak speed is $V+A\omega/2=0.044$ bohr/fs, its peak acceleration $A\omega^2/2=3.7\times10^{-3}$ bohr/fs$^2$ and its peak jerk $A\omega^3/2=5.8\times10^{-4}$ bohr/fs$^3$. A third time derivative can be made of jerk$/\ell$, speed$\times$acceleration$/\ell^2$ or speed$^3/\ell^3$. Multiplied by $dt^3\|n\|$ these are $1.4\times10^{-3}$, $4\times10^{-4}$ and $2\times10^{-4}$, so the plain $p=3$ error should be near $10^{-3}$ and Alfè's near $10^{-4}$. A stationary energy expression should be wrong by about $\tfrac12K\|e\|^2$, and the force by an amount linear in $e$.

**Exact solution**

*(a) The condition for exactness.* For any sequence $f_j$ define the linear operation $E[f]=\sum_kc_kf_{-k}-f_{+1}$. Inserting $n=n^{at}+\delta$,

$$e^{\rm plain}=E[n]=E[n^{at}]+E[\delta],$$
$$e^{\rm Alf\grave e}=n^{at}_{+1}+\sum_kc_k\delta_{-k}-n^{at}_{+1}-\delta_{+1}=E[\delta].$$

Alfè's prediction is exact if and only if $E[\delta]=0$. If each atom carries its density rigidly, $n_j=\sum_I\rho_I(x-R_{I,j})$, then $\delta_j=0$ and the error vanishes for any trajectory, time step and coefficients. If $\delta_j=\delta$ is nonzero but fixed in the laboratory frame, $E[\delta]=(\sum_kc_k-1)\,\delta=0$. In general the triangle inequality gives

$$\|e^{\rm Alf\grave e}\|\le\Big(1+\sum_k|c_k|\Big)\max_j\|\delta_j\|,$$

with prefactor 8 for $p=3$. A bonded molecule that moves as a rigid body meets neither condition, because its $\delta$ moves with it.

In the model, $\delta\to0$ for distant closed-shell atoms, at a rate that can be derived. The bare well has levels $-2$ and $-\tfrac12$ hartree: $(\mathrm{sech}^2)''=4\,\mathrm{sech}^2-6\,\mathrm{sech}^4$ and $(\mathrm{sech}\tanh)''=\mathrm{sech}\tanh\,(1-6\,\mathrm{sech}^2)$, and in $-\tfrac12\phi''-3\,\mathrm{sech}^2\phi$ the second terms cancel the potential. With the interaction, the two-electron atom has $\varepsilon=-1.7535$ hartree, so $\phi\sim e^{-\kappa|x|}$ with $\kappa=\sqrt{2\times1.7535}=1.87$ bohr$^{-1}$. A second well at distance $R$ adds, for $x\ll R$, the potential $-3\times4e^{-2(R-x)}=-12e^{-2R}e^{2x}$. The first-order orbital change has the source $e^{-2R}e^{2x}\phi$, so it behaves as $e^{-2R}e^{(2-\kappa)x}$ at large $x$, and the density change $4\phi\,\delta\phi$ as $e^{-2R}e^{-(2\kappa-2)x}$. Since $\kappa>1$ this is concentrated at the atom and its norm is proportional to $e^{-2R}$; near $x=R$ it has fallen to $e^{-2\kappa R}$. The overlap integral of the two orbitals behaves as $Re^{-\kappa R}$, so the overlap terms are of order $R^2e^{-2\kappa R}$ and are also smaller at large $R$. Linear self-consistent screening leaves the factor $e^{-2R}$ unchanged. The computed norms, $3.418\times10^{-4}$ at $R=6$ and $6.266\times10^{-6}$ at $R=8$ bohr, give the slope $\tfrac12\ln(6.266\times10^{-6}/3.418\times10^{-4})=-1.9995$ bohr$^{-1}$.

Two such atoms were moved through the erratic positions $(-7.0,7.0)$, $(-6.6,7.5)$, $(-7.3,7.2)$, $(-6.9,7.6)$ bohr, with an independent SCF solution at each. For $p=3$ the plain error is 4.32 and Alfè's $7.9\times10^{-11}$; with the fit ($\alpha=-0.174$, $\beta=0.696$) they are 0.422 and $1.6\times10^{-11}$. These remainders need not be round-off: the decay law gives $\|\delta\|=6.266\times10^{-6}e^{-12}=3.8\times10^{-11}$ at the closest distance, 14 bohr, and the $p=3$ bound is $3.1\times10^{-10}$. For a pair fixed at $-9$ and $-6$ bohr, with $\|\delta\|=0.104$, and a third atom jumping through 8.0, 8.5, 8.2, 8.6 bohr, the $p=3$ errors are 2.53 and $7.0\times10^{-11}$, which is the static case.

*(b) Uniform translation.* With the difference $\Delta f_j=f_{j+1}-f_j$, the polynomial rules give

$$E=f_0-f_1,\qquad E=-(f_1-2f_0+f_{-1}),\qquad E=-(f_1-3f_0+3f_{-1}-f_{-2}),$$

that is $E=-\Delta^pf$ ending at step $+1$. For $f_j(x)=f(x-js)$ the transform $\hat f(q)=\int fe^{-iqx}dx$ acquires the factor $e^{-iqjs}$, so each $\Delta$ multiplies it by $e^{-iqs}-1$, of modulus $2|\sin(qs/2)|$. Parseval's theorem gives

$$\|E\|^2=\frac1{2\pi}\int|\hat f|^2\,[2\sin(qs/2)]^{2p}dq\ \le\ s^{2p}\|f^{(p)}\|^2,$$

where the bound uses $2|\sin(y/2)|\le|y|$ and $\|f^{(p)}\|^2=\frac1{2\pi}\int q^{2p}|\hat f|^2dq$. From $2\sin(y/2)=y(1-y^2/24+\dots)$ the $2p$-th power is $y^{2p}(1-py^2/12)$, and the square root halves the correction:

$$\|E\|=s^p\|f^{(p)}\|\Big[1-\frac{p\,s^2}{24}\frac{\|f^{(p+1)}\|^2}{\|f^{(p)}\|^2}+O(s^4)\Big].$$

For a normalised Gaussian, $|\hat\rho|^2=e^{-q^2\sigma^2}$. Writing $2\sin(y/2)=-i(e^{iy/2}-e^{-iy/2})$, the binomial theorem gives $(-1)^p\sum_j\binom{2p}{j}(-1)^{j}e^{i(j-p)y}$, and with $j=p+m$ the sign becomes $(-1)^m$. Each term needs $\frac1{2\pi}\int e^{-q^2\sigma^2+imqs}dq=e^{-m^2s^2/4\sigma^2}/(2\sigma\sqrt\pi)$, whose $m=0$ value is $\|\rho\|^2$. Therefore

$$\|E\|^2=\frac1{2\sigma\sqrt\pi}\sum_{m=-p}^{p}(-1)^m\binom{2p}{p+m}e^{-m^2s^2/4\sigma^2}.$$

The weight $e^{-q^2\sigma^2}$ has variance $1/2\sigma^2$, and the $2p$-th Gaussian moment is $(2p-1)!!$ times the $p$-th power of the variance, so

$$s^p\|\rho^{(p)}\|=\Big(\frac s\sigma\Big)^p\|\rho\|\sqrt{\frac{(2p-1)!!}{2^p}}.$$

The leading values are $4.249\times10^{-2}$, $4.163\times10^{-3}$, $5.266\times10^{-4}$, and real-space integration gives $4.247\times10^{-2}$, $4.158\times10^{-3}$, $5.251\times10^{-4}$. For $p=3$ the predicted reduction relative to the leading value is $(3\times0.0016/24)\times7/(2\times0.25)=0.0028$, and $5.25131/5.26603=0.9972$. When $s\gg\sigma$ only $m=0$ survives and $\|E\|\to\binom{2p}{p}^{1/2}\|\rho\|$, so higher $p$ is then worse. Alfè's error is zero here, provided the reference is this same Gaussian.

For the bonded dimer, $n$ and $n^{at}$ both translate, so $\delta_j(x)=\delta(x-js)$ and the formula applies with $f=\delta$. The integrand vanishes only at isolated $q$, so the error is nonzero whenever $\delta\ne0$, and

$$\frac{\|e^{\rm Alf\grave e}\|}{\|e^{\rm plain}\|}\to\frac{\|\delta^{(p)}\|}{\|n^{(p)}\|}\qquad(s\to0).$$

The dimer has occupied levels $-1.732$, $-1.712$, $-0.462$ hartree and an empty one at $-0.262$ hartree. SCF solutions at four shifted positions give:

| $p$ | plain | Alfè | ratio | $\Vert\delta^{(p)}\Vert/\Vert n^{(p)}\Vert$ |
|---|---|---|---|---|
| 1 | $7.83\times10^{-2}$ | $1.22\times10^{-2}$ | 0.156 | $0.3050/1.9576=0.156$ |
| 2 | $5.89\times10^{-3}$ | $1.38\times10^{-3}$ | 0.235 | $0.8662/3.6851=0.235$ |
| 3 | $6.21\times10^{-4}$ | $1.98\times10^{-4}$ | 0.319 | $3.1068/9.7328=0.319$ |

For $p=3$, $0.04^3\times9.7328=6.23\times10^{-4}$ and $0.04^3\times3.1068=1.99\times10^{-4}$. Nothing forces the ratio below 1. Replace each reference atom by a three-electron Gaussian with $\sigma=0.3$ bohr. The two hardly overlap, so $\|n^{at\prime\prime\prime}\|\approx\sqrt2\times3\times[15/(0.18^3\times0.6\sqrt\pi)]^{1/2}=209$ bohr$^{-7/2}$, and the triangle inequality puts the leading ratio between $(209\mp9.7)/9.73$, about 20.4 and 22.4. The computed ratio is 20.8: a reference sharper than the true atom can make the subtraction harmful.

*(c) Drift and vibration.* Let $D_-,D_0,D_+$ be the vectors of atomic displacements over the steps $-2\to-1$, $-1\to0$, $0\to1$. The rule predicts $R_0+\alpha D_0+\beta D_-$ and the true position is $R_0+D_+$. Setting the derivatives of $|\alpha D_0+\beta D_--D_+|^2$ to zero gives

$$\alpha\,D_0\!\cdot\!D_0+\beta\,D_0\!\cdot\!D_-=D_+\!\cdot\!D_0,\qquad \alpha\,D_0\!\cdot\!D_-+\beta\,D_-\!\cdot\!D_-=D_+\!\cdot\!D_- .$$

The atoms sit at $X\mp R/2$, so $D=(s-b/2,\ s+b/2)$ with $s=V\,dt$ and $b$ the change of bond length. For two-component vectors the determinant $|D_0|^2|D_-|^2-(D_0\!\cdot\!D_-)^2$ is the squared cross product, and $(s-\tfrac{b_0}2)(s+\tfrac{b_-}2)-(s+\tfrac{b_0}2)(s-\tfrac{b_-}2)=s(b_--b_0)$. When this is nonzero, $D_0$ and $D_-$ span the plane and the mismatch can be made zero. The sum and difference of the two components give $\alpha+\beta=1$ and $\alpha b_0+\beta b_-=b_+$, hence

$$\alpha=\frac{b_+-b_-}{b_0-b_-},\qquad \epsilon\equiv\alpha-2=\frac{b_+-2b_0+b_-}{b_0-b_-}=\frac{\Delta^3R}{\Delta^2R},$$

with $\Delta^2R=R_0-2R_{-1}+R_{-2}$. The fit is exact whenever $D_+$ lies in the plane spanned by $D_0$ and $D_-$, which is automatic for two coordinates with nonzero determinant; with more independent motions it is in general a least-squares compromise. With $\beta=-1-\epsilon$ the coefficients are $(3+\epsilon,-3-2\epsilon,1+\epsilon)$, so exactly

$$E^{\rm fit}[f]=-\Delta^3f+\epsilon\,(f_0-2f_{-1}+f_{-2}).$$

For pure translation $b=0$, the determinant vanishes and only $\alpha+\beta=1$ is fixed. The smallest $\alpha^2+\beta^2$ on that line is $\alpha=\beta=\tfrac12$, so $\epsilon=-\tfrac32$ and the error drops to second order, $\tfrac32s^2\|f''\|$. This is $1.5\times0.0016\times3.6851=8.84\times10^{-3}$ for plain (computed $8.83\times10^{-3}$) and $2.08\times10^{-3}$ for Alfè (computed $2.07\times10^{-3}$).

For small $dt$, expand about the midpoint $t_m=t-dt/2$ of the four times, which lie at $\pm dt/2$ and $\pm3dt/2$. Even powers cancel in $[f(\tfrac32)-f(-\tfrac32)]-3[f(\tfrac12)-f(-\tfrac12)]$, and the odd power $m$ has coefficient $2[(\tfrac32)^m-3(\tfrac12)^m]/m!$, equal to $0,\ 1,\ \tfrac18$ for $m=1,3,5$. Thus $\Delta^3f=dt^3\,\dddot f(t_m)+\tfrac18dt^5f^{(5)}+\dots$ Translation invariance makes both $n$ and $\delta$ of the form $f(x-X;R)$, so $d/dt$ acts on $f$ as $D=-V\partial_x+\dot R\,\partial_R$; in powers of $D$ the velocities are held fixed. With $\dot V=0$,

$$\dot f=Df,\qquad \ddot f=D^2f+\ddot R f_R,\qquad \dddot f=D^3f+3\ddot R\,Df_R+\dddot R f_R .$$

The factor 3 has two sources. Differentiating the velocities in $D^2f=V^2f_{xx}-2V\dot Rf_{xR}+\dot R^2f_{RR}$ gives $2\ddot R(-Vf_{xR}+\dot Rf_{RR})=2\ddot R\,Df_R$, and differentiating $f_R$ in $\ddot Rf_R$ gives one more. Hence

$$E^{p=3}=-dt^3\big[\dddot Rf_R+3\ddot R\,Df_R+D^3f\big]_{t_m},$$

Parts (a) and (b) are answered, and for (c) the fitted coefficients and the leading $p=3$ error, of order $dt^3$, have been derived. Still to come are the fit's leading error, the numerical errors along the trajectory, the energy and force errors of (d), and the comparison with the scaling estimates.
